# Why length-gauge cavity models need the dipole self-energy

A cavity mode whose field is uniform across a molecule cannot tell where the molecule is. Moving all its charges together by a distance $b$ must therefore leave the energy levels unchanged. For a charged system, this symmetry fixes a term in the Hamiltonian that can look like an optional small correction.

Let $\mu$ be the total dipole along the mode polarisation $z$, and let $q$ be the mode coordinate with frequency $\omega$. Suppose that the light-matter potential is

$$W(q,\mu)=\tfrac12\omega^2q^2-\omega\lambda q\mu+g(\mu),$$

where $\lambda$ is the coupling strength and $g$ is still unknown. For a system of total charge $Q\neq0$, the displacement changes $\mu$ to $\mu+c$ with $c=Qb$. The mode coordinate may shift at the same time, $q\to q+s$, because a constant shift leaves the kinetic term $p^2/2$ alone. We require $W(q+s,\mu+c)=W(q,\mu)$ for all $q$ and $\mu$. The terms linear in $q$ give $\omega^2s-\omega\lambda c=0$, so $s=\lambda c/\omega$. The remaining terms give

$$\tfrac12\lambda^2c^2-\lambda^2c\mu-\lambda^2c^2+g(\mu+c)-g(\mu)=0,$$

$$g(\mu+c)-g(\mu)=\lambda^2c\mu+\tfrac12\lambda^2c^2=\tfrac12\lambda^2\left[(\mu+c)^2-\mu^2\right].$$

Dividing by $c$ and letting $c\to0$ gives $g'(\mu)=\lambda^2\mu$. Apart from a constant, $g=\frac12\lambda^2\mu^2$. This is the dipole self-energy. The belief examined here is that it may be dropped.

## The two Hamiltonians

Hartree atomic units are used. The nuclei are clamped, there is one mode, and its field is uniform (the long-wavelength approximation). With nuclear charges $Z_A$ at $R_A$ and electrons at $z_i$, all measured along the polarisation, $\mu=\sum_AZ_AR_A-\sum_iz_i$. Let $H_m$ be the Coulomb Hamiltonian of the matter. Then

$$H=H_m+\frac{p^2}{2}+\frac{\omega^2q^2}{2}-\omega\lambda q\mu+\frac{\lambda^2\mu^2}{2},\qquad H'=H-\frac{\lambda^2\mu^2}{2}.$$

With $q=(a+a^\dagger)/\sqrt{2\omega}$ the coupling takes the familiar form $-\sqrt{\omega/2}\,\lambda\mu(a+a^\dagger)$. All energies below include the zero-point energy $\omega/2$.

## First counter-example: a hydrogen atom

Put the proton at the origin, so that $\mu=-z$. To show that $H'$ has no lowest energy, it is enough to find normalised states whose energy falls without limit. Take the Gaussian functions

$$s=\left(\frac{2a}{\pi}\right)^{3/4}e^{-ar^2},\qquad p_z=2\sqrt a\,z\,s,$$

and the electron state $(s-p_z)/\sqrt2$. Its energy requires four ingredients.

**Dipole.** In the state $s$, $\langle z^2\rangle=1/(4a)$. This confirms that $p_z$ is normalised, and it gives $\langle s|z|p_z\rangle=2\sqrt a/(4a)=1/(2\sqrt a)$. The diagonal elements of $z$ vanish by parity, so $\langle\mu\rangle=-\langle z\rangle=1/(2\sqrt a)$.

**Kinetic energy.** The functions $s$ and $p_z$ are the ground state and a first excited state of an isotropic oscillator of frequency $2a$, with energies $3a$ and $5a$. Half of each is kinetic. The cross term vanishes by parity, and the average is $\frac12(\frac32a+\frac52a)=2a$.

**Nuclear attraction.** The radial integrals are

$$\left\langle\frac1r\right\rangle_s=\frac{\int_0^\infty r\,e^{-2ar^2}dr}{\int_0^\infty r^2e^{-2ar^2}dr}=2\sqrt{\frac{2a}{\pi}},\qquad
\left\langle\frac1r\right\rangle_p=\frac{\int_0^\infty r^3e^{-2ar^2}dr}{\int_0^\infty r^4e^{-2ar^2}dr}=\frac43\sqrt{\frac{2a}{\pi}}.$$

The cross term again vanishes, and the average attraction is $-\frac53\sqrt{2a/\pi}$.

**Mode.** In a product state the mode feels only the mean dipole $m=\langle\mu\rangle$. Completing the square,

$$\frac{p^2}{2}+\frac{\omega^2q^2}{2}-\omega\lambda mq=\frac{p^2}{2}+\frac{\omega^2}{2}\left(q-\frac{\lambda m}{\omega}\right)^2-\frac{\lambda^2m^2}{2}.$$

The displaced oscillator ground state, a coherent state, has energy $\omega/2-\lambda^2m^2/2$. Here $m^2=1/(4a)$.

Since a trial energy lies at or above the lowest energy $E'$ in any basis that contains the trial state,

$$E'\le\frac\omega2+2a-\frac53\sqrt{\frac{2a}{\pi}}-\frac{\lambda^2}{8a}.$$

As $a\to0$ the last term tends to $-\infty$ and the other $a$-dependent terms vanish. This happens for every $\lambda\neq0$. Physically, the electron moves far away, the mode displaces in response, and the energy gained grows as the square of the distance.

### What a finite basis shows

Take $\omega=0.4$ hartree and $\lambda=0.1$, a strong coupling. The basis has s and p Gaussians whose exponents are spaced by a factor of 2.5, and it is extended towards smaller exponents. With smallest exponent $a_{\min}$ in bohr$^{-2}$, the lowest energies in hartree are:

| $a_{\min}$ | with self-energy | without |
|---|---|---|
| 0.04 | −0.2973 | −0.3024 |
| 0.0064 | −0.2973 | −0.3024 |
| 0.00256 | −0.2973 | −0.977 |
| 0.00102 | −0.2973 | −2.70 |
| 0.00041 | −0.2973 | −7.02 |

Without the self-energy, the result first looks converged and then collapses. In the last row the root-mean-square $z$ of the electron is about 47 bohr and the mean photon number is about 18. On the plateau these are about 1.0 bohr and 0.003. Too few photon states are not the cause: raising their number from 60 to 75 changes the last energy by about $10^{-13}$ hartree.

For $a=0.001024$ the trial formula reads

$$0.2+0.0020-0.0426-1.2207=-1.061\ \text{hartree}.$$

This is an upper bound. The diagonalisation, which can mix all basis functions, reaches $-2.70$ hartree.

The onset can be estimated by asking when the trial energy falls below $\omega/2-\frac12$, the uncoupled atomic level. If $a$ is of order $\lambda^2$, the kinetic term is of order $\lambda^2$ and the attraction of order $\lambda$. For small $\lambda$ both are negligible beside $\frac12$, and $\lambda^2/(8a)=\frac12$ gives

$$a\approx\frac{\lambda^2}{4},\qquad |\langle z\rangle|=\frac1{2\sqrt a}\approx\frac1\lambda.$$

The full trial formula gives $2.9\times10^{-3}$ bohr$^{-2}$ for $\lambda=0.1$, which lies between the exponents of the second and third rows. This agreement refers to the s and p basis. Higher angular momenta reach further at the same exponent: with d functions also taken down to 0.0064 bohr$^{-2}$, the energy without self-energy has already fallen to about $-0.7$ hartree. For $\lambda=0.01$ it gives $2.5\times10^{-5}$ bohr$^{-2}$. A weak coupling thus hides the fault from a basis that cannot place the electron at a distance of order $1/\lambda$, but does not remove it. On a single centre this reach needs extremely diffuse functions. Compact functions on a distant centre also provide it: at $\lambda=0.01$, functions with smallest exponent 0.1 bohr$^{-2}$ placed 130 bohr from the proton give $-0.54$ hartree. At $\lambda=0.05$ the most diffuse basis of the table already gives $-1.61$ hartree.

### The plateau is wrong too

One might keep a compact basis and accept the plateau. Second-order perturbation theory shows what is then lost. Let the ground state have no permanent dipole, and let $\Delta_k$ be the matter excitation energies and $\mu_{k0}$ the transition dipoles. The coupling creates one photon, with $\langle1|q|0\rangle=1/\sqrt{2\omega}$, so it shifts the ground level by

$$\delta E'=-\sum_k\frac{\omega^2\lambda^2|\mu_{k0}|^2/(2\omega)}{\Delta_k+\omega}=-\frac{\lambda^2}{2}\sum_k|\mu_{k0}|^2\frac{\omega}{\Delta_k+\omega}.$$

The self-energy contributes in first order. By completeness it adds $\frac12\lambda^2\langle\mu^2\rangle=\frac12\lambda^2\sum_k|\mu_{k0}|^2$, and the total is

$$\delta E=\frac{\lambda^2}{2}\sum_k|\mu_{k0}|^2\left(1-\frac{\omega}{\Delta_k+\omega}\right)=\frac{\lambda^2}{2}\sum_k|\mu_{k0}|^2\frac{\Delta_k}{\Delta_k+\omega}.$$

Both contributions are of order $\lambda^2$, so weak coupling gives no reason to keep one and drop the other. At this order the true shift is positive and the truncated one negative. For hydrogen at $\lambda=0.1$, diagonalisation in the s and p basis gives $+2.70\times10^{-3}$ hartree with the self-energy and $-2.39\times10^{-3}$ hartree without it. Adding d and f functions with the same smallest exponent, 0.04 bohr$^{-2}$, moves these to $+2.66\times10^{-3}$ and $-2.45\times10^{-3}$ hartree. The second-order values are $+2.68\times10^{-3}$ and $-2.32\times10^{-3}$ hartree.

The limit of large $\omega$ at fixed $\lambda$ is instructive. Take a fixed finite basis that can represent $\mu$ acting on the ground state, so that the completeness sum above still holds. (With s functions alone it would fail, because every $\mu_{k0}$ would vanish.) Then $\omega\gg\Delta_k$ makes $\delta E$ vanish as $1/\omega$, while $\delta E'$ tends to $-\frac12\lambda^2\langle\mu^2\rangle$. A very fast mode then seems to bind the atom more strongly, although nearly all of that energy should have been cancelled.

## Second counter-example: a molecular ion

Now displace a system of charge $Q$ by $b$, so that $\mu=\mu_0+Qb$, where $\mu_0$ is the dipole about a point that moves with the nuclei. Equivalently, the system stays still and the origin moves by $-b$. Substitute $q=q'+s$ with $s=\lambda Qb/\omega$ in the mode terms of $H'$:

$$\begin{aligned}
&\tfrac12\omega^2(q'+s)^2-\omega\lambda(q'+s)(\mu_0+Qb)\\
&=\tfrac12\omega^2q'^2-\omega\lambda q'\mu_0+(\omega^2s-\omega\lambda Qb)q'+\tfrac12\omega^2s^2-\omega\lambda s\mu_0-\omega\lambda sQb.
\end{aligned}$$

The bracket vanishes by the choice of $s$. The last three terms are $\frac12\lambda^2Q^2b^2$, $-\lambda^2Qb\mu_0$ and $-\lambda^2Q^2b^2$. Hence $H'(b)$ has the same spectrum as

$$H'(0)-\lambda^2Qb\,\mu_0-\tfrac12\lambda^2Q^2b^2.$$

The choice of origin has produced a static field $F=\lambda^2Qb$ and a quadratic energy. With the self-energy present, the expansion

$$\tfrac12\lambda^2(\mu_0+Qb)^2=\tfrac12\lambda^2\mu_0^2+\lambda^2Qb\mu_0+\tfrac12\lambda^2Q^2b^2$$

cancels both spurious terms and leaves $H(0)$.

Take H$_2^+$ with its protons 2 bohr apart along $z$, $Q=1$, the same mode, and a compact basis with smallest exponent 0.04 bohr$^{-2}$. There is one electron, so no correlation is neglected, but the finite s and p basis remains an approximation. With the self-energy, the lowest energy is $-0.3995$ hartree and the first excitation energy 0.3682 hartree at each of $b=0$, 2.5 and 5 bohr. Adding d and f functions lowers the energy to $-0.3997$ hartree and leaves the excitation energy at 0.3682 hartree. Without the self-energy, in the s and p basis:

| $b$ (bohr) | energy (hartree) | first excitation (hartree) | $\langle\mu_0\rangle$ (a.u.) |
|---|---|---|---|
| 0 | −0.4051 | 0.3645 | 0 |
| 2.5 | −0.4380 | 0.3644 | 0.133 |
| 5 | −0.5368 | 0.3598 | 0.267 |

At $b=5$ bohr the energy is wrong by a further $-0.1317$ hartree ($-3.58$ eV) relative to $b=0$. The quadratic term supplies $-\frac12(0.1\times5)^2=-0.1250$ hartree. The spurious field is $0.01\times5=0.05$ a.u., and in linear response the polarisation energy is $-\frac12F\langle\mu_0\rangle=-\frac12(0.05)(0.267)=-0.0067$ hartree. The two add up to the computed change.

A constant would drop out of energy differences, but the field does not. It polarises a symmetric ion and changes its excitation energy. That change is not quadratic in $b$ over this range: it is about $-0.0001$ hartree at 2.5 bohr and $-0.0047$ hartree at 5 bohr. The reason is another level, in which the electron sits far out on one side of the ion. The spurious field pulls this level down steeply, and near 5 bohr it approaches the first excited level. This is the collapse of the first example at an early stage: with one more diffuse exponent, 0.016 bohr$^{-2}$, such a level is already the lowest at $b=5$ bohr. The values without self-energy therefore describe the compact basis, not a converged ion.

There is also a spurious force. Differentiating the transformed Hamiltonian, with a basis that moves with the nuclei, the Hellmann–Feynman theorem gives

$$-\frac{dE'}{db}=\lambda^2Q\langle\mu_0\rangle+\lambda^2Q^2b=\lambda^2Q\langle\mu\rangle.$$

At $b=5$ bohr this is $0.01\times(5+0.267)=0.0527$ hartree/bohr, in agreement with a finite difference of the energies. The ion is pushed away from a point that was chosen arbitrarily.

Charge is essential. For $Q=0$ every $b$-dependent term vanishes. A neutral hydrogen atom moved by 5 bohr keeps its energy to about $10^{-14}$ hartree even without the self-energy. The collapse, by contrast, affects neutral and charged systems alike.

## The general statement and its proof

For clamped nuclei, any number $N\ge1$ of electrons and one uniform mode, let $E_m$ be the lowest energy of $H_m$.

1. $H\ge E_m+\omega/2$, and the spectrum of $H$ does not depend on the origin.
2. If an electron can be taken arbitrarily far away at finite cost in $H_m$, then $H'$ is unbounded below for every $\lambda\neq0$. In a fixed finite basis, its spectrum generally depends on the origin when $Q\neq0$.

**Lower bound.** Complete the square with the operator $\mu$ itself, which commutes with $q$ and $p$:

$$H=H_m+\left[\frac{p^2}{2}+\frac{\omega^2}{2}\left(q-\frac{\lambda\mu}{\omega}\right)^2\right].$$

The expansion of the square reproduces the coupling and the self-energy. Since $\mu$ depends only on positions, the bracket is, for each electron configuration, an oscillator with a displaced centre. Its expectation value is at least $\omega/2$, and averaging over configurations preserves this bound. The expectation value of $H_m$ is at least $E_m$. Adding the two proves the claim.

**Origin.** The substitution above used no property of H$_2^+$. It is a unitary shift of $q$, so it preserves the spectrum of $H$ for any $N$ and $Q$.

**Collapse.** Put $N-1$ electrons in a fixed state of finite extent near the nuclei, and the remaining one in a packet of fixed shape centred at $z=-X$. Antisymmetrise the product. Once the two regions do not overlap, antisymmetrisation leaves the mean dipole and the kinetic energy unchanged. As $X$ grows, the kinetic energy stays fixed and the Coulomb interaction with the distant electron vanishes, so $\langle H_m\rangle$ stays finite. The mean dipole is $X+d$ with constant $d$. With the mode in the matching coherent state,

$$\langle H'\rangle=\langle H_m\rangle+\frac\omega2-\frac{\lambda^2}{2}(X+d)^2\to-\infty.$$

## Where the conditions matter

**Harmonic binding.** An electron bound by $\frac12\Omega^2z^2$ cannot leave at finite cost. With $\mu=-z$, the potentials of $H'$ and $H$ are quadratic forms in $(z,q)$ with matrices

$$K'=\begin{pmatrix}\Omega^2&\omega\lambda\\\omega\lambda&\omega^2\end{pmatrix},\qquad K=\begin{pmatrix}\Omega^2+\lambda^2&\omega\lambda\\\omega\lambda&\omega^2\end{pmatrix}.$$

Their determinants are $\omega^2(\Omega^2-\lambda^2)$ and $\omega^2\Omega^2$. For $\lambda>0$, $H'$ therefore has two stable normal modes if $\lambda<\Omega$ and is unbounded below if $\lambda>\Omega$, whereas $H$ is stable for every $\lambda$. Take $\Omega=\omega=0.4$ hartree. At $\lambda=0.2$ the eigenvalues of $K'$ are $0.16\pm0.08$, and half the sum of their square roots is 0.3864 hartree, as diagonalisation also gives. At $\lambda=0.5$ one eigenvalue is $0.16-0.20=-0.04$. The lowest energy of $H'$ then falls from $-2.0$ to $-3.7$ hartree when the basis grows from 20 to 30 states for each oscillator, while $H$ gives 0.4717 hartree. A harmonic model below its threshold is thus no evidence that an atom would be safe.

**Few-level models.** If the matter is projected by $P$ onto a few levels, $P\mu P$ is a bounded matrix and no collapse can occur. The omitted operator $\frac12\lambda^2P\mu^2P$ is still there. Dropping it leaves energy differences unchanged if it is a multiple of the identity on those levels, which has to be checked for the model in hand.

**Photon basis.** Origin invariance of $H$ requires enough photon states, because the shift of $q$ changes their occupation. If $\langle q\rangle=0$ at $b=0$, the mean of $a^\dagger a$ rises by $\frac12\omega s^2=\lambda^2Q^2b^2/(2\omega)$. For the ion at 5 bohr this is $0.25/0.8\approx0.31$. The number $\langle a^\dagger a\rangle$ in this gauge therefore depends on the origin even though the energies do not. Placing the origin where the mean total dipole of the ion vanishes removes the mean displacement of $q$, and with it this extra demand on the photon basis. For the symmetric H$_2^+$ that point is the centre; in a polar ion it can lie elsewhere. This choice does not make the self-energy dispensable.

The complete numerical values are in the numerical output.

## Calculated quantities

```
mode frequency 0.4 hartree, coupling 0.1 a.u.
H atom, energies in hartree, zero-point energy omega/2 included
a_min(bohr^-2)  E with DSE  E no DSE  floor no DSE  trial  rms z(bohr)  <n>
0.100000  -0.29726  -0.30229  -0.30498  -0.03302  1.010  0.0029
0.040000  -0.29729  -0.30238  -0.30508  -0.01721  1.019  0.0030
0.016000  -0.29729  -0.30238  -0.30509  -0.01433  1.019  0.0030
0.006400  -0.29729  -0.30238  -0.81067  -0.08890  1.019  0.0030
0.002560  -0.29729  -0.97661  -2.29540  -0.35044  18.873  2.8792
0.001024  -0.29729  -2.70072  -6.00709  -1.06121  29.869  7.2067
0.000410  -0.29729  -7.02039  -15.29077  -2.87785  47.240  18.0193
last row, change of E no DSE from 60 to 75 photon states: -1.6e-13 hartree
same basis, coupling 0.05, E no DSE: -1.61473 hartree
coupling 0.1: trial falls below the 1s level at a = 2.877e-03 bohr^-2; lam^2/4 = 2.500e-03
coupling 0.05: trial falls below the 1s level at a = 6.693e-04 bohr^-2; lam^2/4 = 6.250e-04
coupling 0.01: trial falls below the 1s level at a = 2.534e-05 bohr^-2; lam^2/4 = 2.500e-05
H atom matter energy in basis a_min=0.04: -0.499988 hartree
coupling 0.01: shift with DSE 2.6762e-05 (2nd order 2.6760e-05), no DSE -2.3252e-05 (-2.3246e-05) hartree
coupling 0.1: shift with DSE 2.6965e-03 (2nd order 2.6760e-03), no DSE -2.3878e-03 (-2.3246e-03) hartree
neutral H moved by 5 bohr, change of E no DSE: -1.3e-14 hartree
H2+ bond 2.0 bohr, matter energy -0.60240 hartree
b(bohr)  DSE  E(hartree)  first excitation(hartree)  induced dipole(a.u.)
0.0  yes  -0.399500  0.368162  -0.00000
2.5  yes  -0.399500  0.368162  -0.00000
5.0  yes  -0.399500  0.368162  -0.00000
0.0  no  -0.405084  0.364493  -0.00000
2.5  no  -0.438002  0.364354  0.13336
5.0  no  -0.536751  0.359774  0.26661
spurious field at b=5: 0.0500 a.u.
spurious energy change at b=5: -0.131667 hartree = -3.5828 eV
part -(lam Q b)^2/2: -0.125000 hartree
spurious force at b=5: 0.052666, from finite difference 0.052666 hartree/bohr
harmonic electron, binding frequency 0.4 hartree:
coupling 0.2 no DSE: 0.386370 hartree, normal modes 0.386370
coupling 0.5 no DSE: -2.0068 (20 states each), -3.6837 (30 states each) hartree
coupling 0.5 with DSE: 0.471699 hartree, normal modes 0.471699
```
